# Momentum-Space Dirac-Coulomb Equation with Landé Subtraction and Excluded False Levels

## A level that should not exist

For hydrogen-like erbium ($Z=68$, point nucleus), the lowest $p_{1/2}$ level, measured from the rest energy, is $-629.32$ hartree. A radial lattice with central differences nevertheless places a $p_{1/2}$ state at $-2475.11$ hartree, the energy of $1s_{1/2}$. A grid in momentum space has no such state: its lowest $p_{1/2}$ level is $-629.33$ hartree. Why does one discretization create a false level and the other not?

"No spurious states" needs a precise meaning. For $Z<c|\kappa|$, and a grid that passes one simple convexity check ($\Delta_1>0$ below, always met for small steps), I prove that the $2N\times2N$ momentum matrix has $N$ eigenvalues below the gap, and that none of the others lies below an explicit bound. This excludes the false partner above. That the resolved levels higher up match the true ones one to one is tested, not proved.

## The radial equations

In atomic units $H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2-Z/r$. Let $\varepsilon=E-c^2$, so the gap is $-2c^2<\varepsilon<0$. Write the momentum spinor as

$$\left(\frac{G(p)}p\Omega_\kappa,\;-\frac{F(p)}p\Omega_{-\kappa}\right),\qquad \int_0^\infty(G^2+F^2)\,dp=1,$$

with orbital numbers $l$ (upper) and $l'$ (lower): $(l,l')=(\kappa,\kappa-1)$ for $\kappa>0$ and $(-\kappa-1,-\kappa)$ for $\kappa<0$. Since $\boldsymbol\sigma\cdot\hat{\mathbf p}\,\Omega_{\pm\kappa}=-\Omega_{\mp\kappa}$, the minus sign before $F$ makes both kinetic couplings $+cp$.

The potential acts as $-(Z/2\pi^2)\int d^3q\,\psi(\mathbf q)/|\mathbf p-\mathbf q|^2$. With $z=(p^2+q^2)/2pq$ and $t=\hat{\mathbf p}\cdot\hat{\mathbf q}$,

$$\frac1{|\mathbf p-\mathbf q|^2}=\frac1{2pq(z-t)}=\frac1{2pq}\sum_l(2l+1)Q_l(z)P_l(t).$$

The addition theorem gives $P_l$ the factor $4\pi/(2l+1)$, so the angular integral leaves $2\pi Q_l/(pq)$. Acting on $G(q)/q$ with measure $q^2dq$, and multiplying by $p$, gives

$$\varepsilon G=cpF-\frac Z\pi\int_0^\infty Q_l(z)G(q)\,dq,$$
$$(\varepsilon+2c^2)F=cpG-\frac Z\pi\int_0^\infty Q_{l'}(z)F(q)\,dq.$$

## Removing the logarithm

Set $p=e^x$, $q=e^y$, $b=pG$ (likewise for $F$). Then $z=\cosh(x-y)$ and $G\,dq=b\,dy$. The kernel depends on $u=x-y$ alone and diverges at $u=0$, since $Q_0(\cosh u)=\ln\coth(|u|/2)$. Landé subtraction writes

$$\int Q_l\,b(y)\,dy=\int Q_l\,[b(y)-b(x)]\,dy+I_l\,b(x),\qquad I_l=\int_{-\infty}^{\infty}Q_l(\cosh u)\,du.$$

The bracket vanishes where $Q_l$ diverges. On a grid of step $h$, the point $j=i$ therefore drops out of the first integral, and collecting the terms in $b_i$ gives $\sum_jT_{ij}b_j$ with

$$T_{ij}=hQ_l(\cosh(i-j)h)\;(i\ne j),\qquad T_{ii}=D_l=I_l-h\sum_{j\neq0}Q_l(\cosh jh).$$

This last sum runs over the infinite lattice, because $b(y)-b(x)$ does not vanish outside the grid even where $b(y)$ is set to zero.

To find $I_l$, use Neumann's formula $Q_l(z)=\frac12\int_{-1}^1P_l(t)\,dt/(z-t)$ with $t=\cos\theta$. Substituting $w=e^u$,

$$\int_{-\infty}^\infty\frac{du}{\cosh u-\cos\theta}=\int_0^\infty\frac{2\,dw}{w^2-2w\cos\theta+1}=\frac{2(\pi-\theta)}{\sin\theta},$$

so $I_l=\int_0^\pi P_l(\cos\theta)(\pi-\theta)\,d\theta$. Hence $I_0=\pi^2/2$ and $I_1=2$.

For higher $l$ use the Legendre recurrences
$$\sinh u\,\frac{dQ_l}{du}=l(\cosh u\,Q_l-Q_{l-1})=(l+1)(Q_{l+1}-\cosh u\,Q_l).$$
Let $M_l=\int\cosh u\,Q_l\,du$, $l\ge1$. Integrating the left side by parts gives $-M_l$. The two right sides then give $(l+1)M_l=l\,I_{l-1}$ and $(l+1)I_{l+1}=l\,M_l$, so $I_{l+1}=[l/(l+1)]^2I_{l-1}$. With $k_l=I_l/\pi$, the product $(l+1)^2k_lk_{l+1}$ is thus independent of $l$, and its value at $l=0$ is $\frac\pi2\cdot\frac2\pi=1$:

$$k_lk_{l+1}=\frac1{(l+1)^2},\qquad k_ lk_{l'}=\frac1{\kappa^2}.$$

Also $I_l<M_l<I_{l-1}$, because $\cosh u>1$ away from $u=0$ and $Q_l>0$ (shown below). So $k_l$ decreases with $l$.

The size of $D_l$ follows from the zeta form of the Euler-Maclaurin rule: omitting the origin from a lattice sum of $|u|^s\varphi(u)$, with $\varphi$ smooth and decaying, changes the integral by $2\zeta(-s)h^{1+s}\varphi(0)$ at leading order. Differentiating at $s=0$ gives $h\ln(2\pi/h)$ for $\ln|u|$. Near $u=0$, $Q_l\simeq-\ln|u|+\ln2-H_l$, where $H_l=\sum_{m=1}^l1/m$: the second recurrence lowers $Q_{l+1}$ below $Q_l$ by $1/(l+1)$ there. Adding the omitted constant $h(\ln2-H_l)$,

$$D_l=h\left[\ln\frac{4\pi}h-H_l\right]+O(h^3).$$

At $h=0.05$ both sides are $0.276338$ for $l=0$. The infinite self-term has become a finite one.

## One momentum, then two

Multiplying the equations by $\sqrt{hp_i}$ and using $v_i=\sqrt{hp_i}\,G_i$ makes the matrix of $1/r$ symmetric: $A_l=P^{1/2}T_lP^{1/2}/\pi$, where $P$ is the diagonal matrix of momenta.

Take one momentum. With $\alpha=pD_l/\pi$ and $\alpha'=pD_{l'}/\pi$,

$$H-c^2=\begin{pmatrix}-Z\alpha&cp\\cp&-2c^2-Z\alpha'\end{pmatrix}.$$

Relative to the lower gap edge its determinant is

$$\det(H+c^2)=-\left[2c^2Z\alpha'+c^2p^2-Z^2\alpha\alpha'\right].$$

If $0<\alpha\le k_lp$ and $0<\alpha'\le k_{l'}p$, then $\alpha\alpha'\le p^2/\kappa^2$. For $Z<c|\kappa|$ the bracket is positive, so one eigenvalue lies below the edge and one above.

Two neighbouring momenta show where these inequalities come from. With $q_1=hQ_l(\cosh h)$ and $q_2=hQ_l(\cosh2h)$,

$$T_l=\begin{pmatrix}D_l&q_1\\q_1&D_l\end{pmatrix},\qquad\text{eigenvalues }D_l\pm q_1.$$

Since $D_l=I_l-2q_1-2q_2-\dots$, the larger is below $I_l$. For small $h$ the smaller is $h[\ln(4\pi/h)-\ln(2/h)]=h\ln2\pi>0$; the $H_l$ cancel. If the singular diagonal is simply left out, the eigenvalues are $\pm q_1$, and positivity is lost.

That loss has a visible effect. For two momenta near $p$, the lower-component vector $(1,-1)/\sqrt2$ then has energy about $-2c^2+Zpq_1/\pi-p^2/2$, the last term being the leading effect of the coupling $cp$. At small $p$ this lies inside the gap. With the diagonal omitted for erbium, the lowest gap state is $35082.60$ hartree below the true $1s$ energy. On this grid, that places the state about $0.02$ hartree above the edge $-2c^2=-37557.73$ hartree; the distance tends to shrink, though not monotonically, when the grid is extended to smaller momenta ($0.0004$, $0.0008$ and $0.0001$ hartree for lower limits $\ln(p/Z)=-10,-11,-12$). It is the lowest of many: 83 eigenvalues are missing from below the edge, and the gap level nearest the true $1s$ energy lies at $-2093.8$ hartree. The numerical output lists this difference as a $1s$ error, but its position marks an intruder from the negative-energy states, not a shifted $1s$ state.

## Any number of momenta

Put $Q_l(\cosh u)=\sum_{n\ge0}a_ne^{-(l+1+2n)u}$, $u>0$, into Legendre's equation $Q''+\coth u\,Q'=l(l+1)Q$. Comparing powers gives

$$\frac{a_n}{a_{n-1}}=\frac{(2n-1)(2n+2l)}{2n(2n+2l+1)}>0,$$

and $a_0>0$ by the large-$z$ form of $Q_l$. So $Q_l$ is positive, decreasing and convex in $u$.

Let $t_0=D_l$, $t_j=hQ_l(\cosh jh)$ and $\Delta_j=t_{j-1}-2t_j+t_{j+1}$. Convexity gives $\Delta_j>0$ for $j\ge2$. For small $h$, $\Delta_1\simeq h[\ln(4\pi/h)-2\ln(2/h)+\ln(1/h)]=h\ln\pi>0$. On a coarse grid $\Delta_1>0$ is a condition to check; it held for $l=0,1,2$ even at $h=1$. Summation by parts then gives

$$\tau(\theta)=t_0+2\sum_{j\ge1}t_j\cos j\theta=\sum_{j\ge1}\Delta_j\frac{\sin^2(j\theta/2)}{\sin^2(\theta/2)}\ge\Delta_1>0,$$

while $\tau(\theta)\le\tau(0)=I_l$. Because $v^TT_lv=\frac1{2\pi}\int_{-\pi}^{\pi}\tau(\theta)|\sum_jv_je^{ij\theta}|^2d\theta$, any finite section obeys $0<T_l\le I_l$, hence

$$0<A_l\le k_lP.$$

For $l=0$ this is a discrete form of Kato's inequality $1/r\le(\pi/2)|\mathbf p|$, with the constant unchanged.

Now count eigenvalues. For $-2c^2\le\varepsilon<0$ let $B=\varepsilon+2c^2+ZA_{l'}>0$. Completing the square in the lower vector $w$,

$$\begin{aligned}&u^T(-\varepsilon-ZA_l)u+2c\,u^TPw-w^TBw\\&\quad=u^TSu-(w-cB^{-1}Pu)^TB(w-cB^{-1}Pu),\end{aligned}$$

$$S=-\varepsilon-ZA_l+c^2PB^{-1}P.$$

By Sylvester's law, the number of eigenvalues below $\varepsilon$ is $N$ plus the number of negative eigenvalues of $S$. The matrix bounds give $B\le\varepsilon+2c^2+k_{l'}ZP$, hence a lower bound on $B^{-1}$. So $S$ is positive if, for every $p>0$,

$$(c^2-E-k_lZp)(c^2+E+k_{l'}Zp)+c^2p^2>0.$$

Set $E=c^2\eta$, $a=Z/c$, $d=k_{l'}-k_l$, $s=k_{l'}+k_l$ and $g=\sqrt{1-a^2/\kappa^2}$. The condition becomes

$$c^4(1-\eta^2)+Zc^2(d-s\eta)p+c^2g^2p^2>0.$$

At $\eta=-1$ every term is nonnegative and the sum is positive: exactly $N$ eigenvalues lie below the gap. For $|\eta|<1$ the condition holds if $d-s\eta\ge0$, or if the discriminant is negative, $a^2(d-s\eta)^2<4g^2(1-\eta^2)$. Using $s^2-d^2=4/\kappa^2$, the latter holds between the roots of

$$(4+a^2d^2)\eta^2-2a^2ds\,\eta+a^2d^2-4g^2=0.$$

A quarter of this equation's discriminant is
$$a^4d^2s^2-(4+a^2d^2)(a^2d^2-4g^2)=\frac{4a^4d^2}{\kappa^2}-4a^2d^2+16g^2+4g^2a^2d^2=16g^2,$$
so the upper root is

$$\eta_+=\frac{a^2ds+4g}{4+a^2d^2}.$$

The quadratic is positive at $\eta=-1$ and negative at $\eta=d/s$, so its lower root is below $d/s$; from there down to $-1$, $d-s\eta>0$. No eigenvalue therefore lies in $-c^2\le E<c^2\eta_+$.

The Sommerfeld levels are $E=c^2[1+a^2/(n-|\kappa|+\gamma)^2]^{-1/2}$, $\gamma=\sqrt{\kappa^2-a^2}$. The nodeless level of $-|\kappa|$ has $n=|\kappa|$ and energy $c^2g$. For $\kappa>0$, $d>0$, and $\eta_+>g$ reduces to $s>dg$, which holds since $s>d$ and $g<1$. The false partner is excluded.

For erbium and $\kappa=+1$, $a=0.49622$, $k_0=1.570796$ and $k_1=0.636620$ give $d=0.93418$, $s=2.20742$, $g=0.86820$ and

$$\eta_+=\frac{0.5078+3.4728}{4+0.2149}=0.9444.$$

The unrounded bound is $\varepsilon=-1044.045$ hartree. It is not an estimate of the $2p_{1/2}$ energy, but it lies far above the $1s$ energy $-2475.11$ hartree.

## Where the false level comes from, and two limits

On the radial lattice, the derivative couples $i$ to $i\pm1$. Replace $(P_i,Q_i)$ in

$$\begin{aligned}\varepsilon P&=VP+c(-Q'+\kappa Q/r),\\(\varepsilon+2c^2)Q&=VQ+c(P'+\kappa P/r)\end{aligned}$$

by $((-1)^iP_i,-(-1)^iQ_i)$. Each central difference acquires an extra sign relative to the $\kappa/r$ term beside it. Dividing out the prefactors leaves the same equations with $\kappa\to-\kappa$. The two lattice spectra must coincide, and numerically they do to $1.5\times10^{-9}$ hartree. The false level is a $1s$ state with alternating signs. In momentum space the kinetic coupling is the positive diagonal matrix $cP$, so a rapidly alternating vector does not lose it. This alone does not keep the gap clean: the proof also needs $A_l\le k_lP$ for the upper component and $0<A_{l'}\le k_{l'}P$ for the lower one. Positivity of $A_{l'}$, which makes $B$ positive, fails when its singular diagonal is omitted.

For $c\to\infty$ at fixed $\varepsilon$ and grid, $c^2PB^{-1}P\to P^2/2$: the equation $Sv=0$ becomes the discretized Schrödinger equation $(P^2/2-ZA_l)v=\varepsilon v$ with the orbital number of the upper component. The exclusion bound tends to $-k_l^2Z^2/2$, which for $l=1$ is $-0.203Z^2$, between the $1s$ value $-Z^2/2$ and the $2p$ value $-Z^2/8$.

For $Z>c|\kappa|$, the coefficient of $p^2$ in the positivity condition is negative, and the proof fails at large $p$. The failure is real: at $Z/c=1.3$, $\kappa=-1$, the test grid ($h=0.1$, $\ln(p/Z)$ from $-6$ to $11$) has two eigenvalues too many below the gap. The number grows with the upper cutoff (1, 2 and 4 for upper limits 6, 11 and 16); at $Z/c=1.02$ there is none up to 11 and one at 16. There $\gamma$ is imaginary. The point-nucleus problem itself needs an additional condition at the origin even earlier, once $\gamma<1/2$, because the solutions behaving as $r^{\gamma}$ and $r^{-\gamma}$ are then both square integrable there.

## Accuracy

Expand $b(y)$ about $x$. The constant term is integrated exactly by $D_l$, the linear term cancels by symmetry, and the quadratic term leaves $-\frac12b''u^2\ln|u|$. Differentiating the zeta rule at $s=2$, where $\zeta(-2)=0$ and $\zeta'(-2)=-\zeta(3)/4\pi^2$, gives an error (rule minus integral) of $-\zeta(3)h^3b''/4\pi^2$. First-order perturbation theory multiplies by $-(Z/\pi)b$ and integrates; one integration by parts gives

$$\delta E\simeq-\frac{Z\zeta(3)}{4\pi^3}h^3\int(b_G'^2+b_F'^2)\,dx.$$

For the exact $1s$ spinor the integral is $45.8$ a.u. (central differences of the grid vector at $h=0.05$ give the slightly low value $45.66$), so at $h=0.05$ the prediction is $-3.77\times10^{-3}$ hartree; the actual error relative to Sommerfeld is $-3.77\times10^{-3}$. Halving $h$ reduces the error by factors $8.006$ and $8.025$; the excess in the second factor comes from the cutoffs, and it becomes $8.002$ when $\ln(p/Z)$ runs from $-9$ to $13.5$. The combination $(8E_{h/2}-E_h)/7$ removes the $h^3$ term. For $1s$ it adds $0.00330/7=0.00047$ to $-2475.11440$, giving $-2475.1139$ hartree, or $67.351$ keV binding.

| level | $h=0.05$ | extrapolated (hartree) |
|---|---:|---:|
| $2s_{1/2}$ | $-629.3290$ | $-629.3235$ |
| $2p_{1/2}$ | $-629.3267$ | $-629.3235$ |
| $2p_{3/2}$ | $-587.1833$ | $-587.1800$ |

The extrapolated values agree with Sommerfeld to the digits shown, including the degeneracy of $2s_{1/2}$ and $2p_{1/2}$, which the raw grid splits by $0.0023$ hartree. These digits measure the numerical method. A real ion also has nuclear-size, recoil and QED shifts; for $1s$ the nuclear-size shift alone is of order $10$ eV, larger than the last digit of $67.351$ keV.

At $h=0.05$ the first eight levels for each of $\kappa=-1,+1,-2$ match one to one, with errors below $0.4\%$ of the local spacing. The matrices have 112 or 113 gap states each. Most of them are not resolved: for $\kappa=-1$ the error reaches a quarter of the spacing at $n=26$ and exceeds the spacing at $n=41$. These higher states represent an infinite Rydberg series on a finite grid and should not be read as individual levels.

## The procedure

1. Choose a uniform grid in $\ln p$ wide enough for the wanted states; here $\ln(p/Z)$ runs from $-8$ to $12$.
2. Compute $Q_l(\cosh jh)$ and $D_l$ for both orbital numbers, with the full lattice sum, and check $\Delta_1>0$.
3. Assemble
$$\begin{pmatrix}-ZA_l&cP\\cP&-2c^2-ZA_{l'}\end{pmatrix}$$
and diagonalize it.
4. Check that $N$ eigenvalues lie below $-2c^2$ and the rest above the exclusion bound.
5. Repeat with $h/2$, extrapolate, and keep the levels that follow the $h^3$ law. Vary the cutoffs separately, because halving $h$ does not reveal their error: at $Z/c=0.8$ on the range above, successive $1s$ differences have ratio $7.99$, yet the extrapolated energy is off by $0.005$ hartree, and by $0.3$ hartree at $Z/c=0.9$.

Large momenta reduce the truncation error but raise the matrix norm, and with it the absolute rounding error. The upper cutoff has to balance the two.

## Numbers as computed

```
Speed of light c = 137.035999 a.u.; Z = 68; Z/c = 0.496220
Grid: ln(p/Z) from -8 to 12; N = 401 points at h = 0.05
Lande integral I_0 = 4.934802; k_0 = 1.570796
Lande integral I_1 = 2.000000; k_1 = 0.636620
Lande integral I_2 = 1.233701; k_2 = 0.392699
Lande diagonal D_0 at h=0.05: 0.276338; h ln(4 pi/h) = 0.276338
Smallest eigenvalue of T_0 over h: 1.3863; ln 4 = 1.3863
First second difference over h: 1.1451; ln pi = 1.1447
Energies E - c^2 in hartree: h=0.05 | h=0.025 | extrapolated | Sommerfeld
  1s1/2: -2475.11770 | -2475.11440 | -2475.1139 | -2475.1139
  2s1/2: -629.32902 | -629.32422 | -629.3235 | -629.3235
  2p1/2: -629.32673 | -629.32393 | -629.3235 | -629.3235
  2p3/2: -587.18326 | -587.18042 | -587.1800 | -587.1800
1s binding energy, extrapolated: 67.3513 keV
2p3/2 - 2p1/2 splitting, extrapolated: 42.1435 hartree
1s error at h=0.1: -3.017e-02 hartree
1s error at h=0.05: -3.768e-03 hartree
1s error at h=0.025: -4.696e-04 hartree
Error ratios on halving h: 8.006, 8.025
Integral of squared slopes (1s): 45.6587 a.u.
Predicted 1s error at h=0.05: -3.761e-03 hartree
1s error at h=0.05 with diagonal omitted: -35082.60 hartree
1s ratio F/G at p=Z: grid 0.246560, Bessel transform 0.246560
1s ratio F/G at p=eZ: grid 0.599059, Bessel transform 0.599059
kappa=-1, h=0.05: 113 gap states; first 8 matched, worst error/spacing 2.39e-03
kappa=+1, h=0.05: 113 gap states; first 8 matched, worst error/spacing 3.73e-03
kappa=-2, h=0.05: 112 gap states; first 8 matched, worst error/spacing 3.84e-03
kappa=+1 levels at h=0.05 | Sommerfeld (hartree)
  n=2: -629.3267 | -629.3235
  n=3: -274.8917 | -274.8855
  n=4: -152.6425 | -152.6337
  n=5: -96.8130 | -96.8018
Exclusion bound E - c^2, kappa=-1: -5568.593 hartree
Exclusion bound E - c^2, kappa=+1: -1044.045 hartree
Radial lattice: 700 points, step 0.0004 bohr
Radial lattice, false 1s level at kappa=+1: -2475.11 hartree
Largest lattice difference, kappa=+1 and -1: 1.5e-09 hartree
Count and bound hold in 36 cases with Z/c = 0.2, 0.5, 0.8
Z/c = 1.3, kappa=-1: 2 eigenvalues too many below -c^2
```
